Local Frequency Exponent of the Austin–Mott Pair Conductivity

**The question**

Electrons in a disordered insulator sit on localized sites whose wave functions fall off as exp(−r/a). In an alternating field an electron tunnels, with the help of phonons, back and forth within a pair of sites a distance R apart. The pair relaxes at the rate

1/τ = ν exp(−2R/a).

Positions and energies of the sites are uncorrelated, and the density of states g, per energy and volume, is flat. Pairs are independent, the field is weak, and repulsion between electrons is ignored until part (e). Algebra is in atomic units, and T stands for the thermal energy kT. The angular frequency ω is far below ν.

**(a)** The Austin–Mott law for the real part of the conductivity is

σ(ω) = C ω L⁴, L = ln(ν/ω),

with C and ν independent of ω. Find the local exponent s = d ln σ/d ln ω, and its value at ω = 10⁴ s⁻¹ for ν = 10¹³ s⁻¹. How firm is the second decimal?

**(b)** Find the in-phase response of one pair that holds one electron.

**(c)** Average this response over the site energies.

**(d)** Sum over pairs, derive the law of part (a) with its constant C, and find the first correction to s.

**(e)** Take a = 0.3 nm, g = 10¹⁹ eV⁻¹cm⁻³, 300 K, relative permittivity ε = 7 and a film 6 nm thick. Find the conductivity, and judge whether s survives repulsion within a pair, the finite film, and a thermal barrier of 0.1 eV.

**Answer to (a)**

Take the logarithm:

ln σ = ln C + ln ω + 4 ln L.

Since L = ln ν − ln ω, we have dL/d ln ω = −1, and therefore

s = 1 + (4/L)(dL/d ln ω) = 1 − 4/L.

Here L = ln 10⁹ = 20.723 and 4/L = 0.193, so

s = 0.807 ≈ 0.81.

This is the slope of a log-log plot at one frequency, not a constant power. With ν fixed, s is 0.842 at 10² s⁻¹ and 0.752 at 10⁶ s⁻¹. The second decimal depends on the inputs: a tenfold smaller ν gives 0.783, and reading 10⁴ as a frequency in hertz, so that ω is 2π times larger, gives 0.788. The formula requires L ≫ 1. Its zero at L = 4 lies outside the range where it can be trusted.

**Answer to (b)**

Let p₁ and p₂ = 1 − p₁ be the occupations, and D = E₁ − E₂. If exchange of electrons with the surroundings is slow, the rate equation is

dp₂/dt = [p₂ᵉ(D) − p₂]/τ, p₂ᵉ = 1/(1 + e^(−D/T)).

A force F cos ωt on the electron along z lowers the energy of a site at z by zF cos ωt. Hence D changes by R_z F cos ωt, with R_z = z₂ − z₁. Because dp₂ᵉ/dD = p₁p₂/T, the target occupation oscillates with amplitude

A = p₁p₂ R_z F/T.

The field may also change τ, but 1/τ multiplies a bracket that vanishes in equilibrium, so this enters only at second order. With time factor e^(−iωt), the linear solution is δp₂ = A/(1 − iωτ), and its time derivative is

−iωA/(1 − iωτ) = A(ω²τ − iω)/(1 + ω²τ²).

The pair's current is R_z dp₂/dt. The sign of the charge enters both force and current and cancels. Dividing the in-phase part by F gives

(R_z²/T) p₁p₂ ω²τ/(1 + ω²τ²).

A pair with ωτ ≪ 1 follows the field and dissipates little; one with ωτ ≫ 1 hardly moves. At fixed ω the loss peaks at ωτ = 1.

**Answer to (c)**

Measure energies from the chemical potential: x = E₁/T, y = E₂/T. Without repulsion, the probabilities that only site 1 or only site 2 is filled are

P₁ = e^(−x)/Z, P₂ = e^(−y)/Z, Z = 1 + e^(−x) + e^(−y) + e^(−x−y).

The pair holds one electron with probability P₁ + P₂, and then p₁p₂ = P₁P₂/(P₁ + P₂)². The quantity to integrate is thus P₁P₂/(P₁ + P₂). If a site can hold at most one electron, spin doubles the weight of a filled site, which shifts its energy by T ln 2 and has no effect when g is flat.

Set S = (x + y)/2 and b = (x − y)/2. Then

e^(−x) + e^(−y) = 2e^(−S) cosh b,
Z = 2e^(−S)(cosh S + cosh b),
P₁P₂/(P₁ + P₂) = 1/[4 cosh b (cosh S + cosh b)].

For the integral over S, use

d/dS ln[cosh((S+b)/2)/cosh((S−b)/2)] = sinh b/(cosh S + cosh b).

The logarithm runs from −b to b, so ∫dS/(cosh S + cosh b) = 2b/sinh b. Since dx dy = 2 dS db,

J = ∫ b/(sinh b cosh b) db = ½ ∫ v/sinh v dv, v = 2b.

Expanding 1/sinh v = 2Σe^(−(2n+1)v) for v > 0 gives ∫v/sinh v dv = 4Σ1/(2n+1)² = π²/2 over the whole line. Therefore

J = π²/4, ∬ P₁P₂/(P₁+P₂) dE₁dE₂ = π²T²/4.

A direct two-dimensional sum gives J = 2.46740, equal to π²/4 to the digits shown. The factor T² says that both energies must lie within a few T of the chemical potential.

**Answer to (d)**

There are ½g² dE₁dE₂ d³R unordered pairs per volume, and the average of R_z² over directions is R²/3. Hence

σ = ½ g² (π²T²/4)(1/T)(1/3) ∫4πR² R² ω²τ/(1+ω²τ²) dR
= (π³/6) g²T ∫R⁴ ω²τ/(1+ω²τ²) dR.

Let X = ln ωτ = 2R/a − L. Then R = (a/2)(L + X), dR = (a/2)dX, and the loss factor becomes ω/(2 cosh X):

σ = (π³/6) g²T (a/2)⁵ ω ∫ (L+X)⁴/(2 cosh X) dX.

The window is of order one wide in X and centred at

R_ω = aL/2.

For large L, replace (L+X)⁴ by L⁴. With ∫dX/(2 cosh X) = π/2,

σ ≈ (π⁴/384) g²T a⁵ ω L⁴, C = (π⁴/384) g²T a⁵.

The four powers of L have a direct origin: two come from the shell area R² and two from the squared dipole length. Raising ω selects shorter pairs, which are fewer and have smaller dipoles, so σ grows more slowly than ω.

For the correction, extend the lower limit X = −L to −∞, with an error of order e^(−L). Substituting t = e^(2X) gives

(1/π)∫e^(kX)/cosh X dX = (1/π)∫t^((k−1)/2)/(1+t) dt = 1/cos(πk/2).

Expanding in k gives ⟨X²⟩ = π²/4 and ⟨X⁴⟩ = 5π⁴/16; odd moments vanish. Thus L⁴ is replaced by

Q = L⁴ + 6L²⟨X²⟩ + ⟨X⁴⟩ = L⁴ + (3π²/2)L² + 5π⁴/16,

s = 1 − Q′(L)/Q(L) ≈ 1 − 4/L + 3π²/L³.

The window raises σ by a factor 1.035 and s from 0.807 to 0.810, so the rounded value stays 0.81.

The pair count was tested by summing the response over explicit pairs in 16 random samples. Each had 1500 sites in a periodic cube of edge 12 nm, energies spread evenly over 16T, separations below 6 nm, a = 0.3 nm, and the ω and ν of part (a). The sum was 0.980 of the formula with Q, with a standard error of 0.016.

**Answer to (e)**

*Size of the conductivity.* The pair distance is R_ω = 0.3 × 20.723/2 = 3.11 nm. In ordinary units C gains a factor e². With kT = 0.02585 eV and a = 3 × 10⁻⁸ cm,

g²kT a⁵ = 10³⁸ × 0.02585 × 2.43 × 10⁻³⁸ = 0.0628 eV⁻¹cm⁻¹.

Since e²/eV = 1.602 × 10⁻¹⁹ S s, and ωL⁴ = 1.844 × 10⁹ s⁻¹,

σ = 0.2537 × 1.602 × 10⁻¹⁹ × 0.0628 × 1.844 × 10⁹ ≈ 4.7 × 10⁻¹² S/cm.

The loss tangent σ/(ε₀εω) is 7.6 × 10⁻⁴. Both values belong to the leading law, before the corrections below.

*How to judge a change.* If an effect multiplies the pair weight by a slowly varying W(R), then σ ∝ ωR_ω⁴W(R_ω). Because d ln R_ω/d ln ω = −1/L,

s ≈ 1 − (4 + n)/L, n = d ln W/d ln R at R_ω.

A factor independent of R changes C but not s. Without repulsion, even a density of states that is not flat leaves s alone: in this model τ does not depend on the site energies, so the energy average is the same at every R. Rates that depend on D through detailed balance shift s by about 0.005.

*Repulsion.* With the same ε taken inside and outside the film, two electrons on the pair repel with energy 1/(εR), which is 0.066 eV at R_ω, or u = 2.56 in units of kT. The last term of Z becomes e^(−x−y−u), so that

Z = 2e^(−S)[e^(−u/2) cosh(S + u/2) + cosh b].

Shifting S and using the integral of part (c), with cosh B = e^(u/2) cosh b,

J(u) = ∫ e^(u/2) B/(cosh b sinh B) db.

Repulsion suppresses double filling and leaves more pairs with one electron: J rises by a factor 1.88 at R_ω. For large u, B ≈ u/2 + ln(2 cosh b) and sinh B ≈ cosh B, so

J(u) ≈ ∫[u/2 + ln(2 cosh b)]/cosh² b db = u + constant.

Then W ∝ 1/R, n = −1, and s → 1 − 3/L = 0.855. The example lies between the two limits: the full integral over R gives s = 0.834.

*Film.* Let the field point across a film of thickness d, with blocking layers on both faces that keep electrons from reaching the contacts. Part (b) needs this: in a 6 nm film every site is within 3 nm of a face, less than R_ω, so with bare contacts, the same tunnelling law and no barrier it would exchange charge with them faster than ω, though only by a factor 2 at mid-film. A pair at angle θ to the field fits inside for a fraction 1 − R|cos θ|/d of positions. Weighting by cos²θ, with c = |cos θ|,

W = 3∫₀¹ c²(1 − Rc/d) dc = 1 − 3R/(4d), R ≤ d.

For R > d the integral stops at c = d/R and gives W = (d/R)³/4. At R_ω, W = 0.611 and n = −0.389/0.611 = −0.64, so s ≈ 0.838; the full integral gives 0.841.

*Barrier.* A barrier E_b replaces ν by ν exp(−E_b/kT), here 2.1 × 10¹¹ s⁻¹. This shortens L to 16.86 and gives 1 − 4/L = 0.763, or 0.769 with the finite window.

Each of these values has the other two effects switched off. With all three and the finite window, s = 0.828 and σ ≈ 3.0 × 10⁻¹² S/cm; repulsion alone would give 9.1 × 10⁻¹² S/cm. That it lies near 0.81 reflects partial cancellation for these inputs. The value 0.81 belongs to the simple law; for this film the second decimal is not secure.

*Other conditions.* Within an energy width 4kT, about 0.13 other sites lie within R_ω of a given site, and about 0.22 third sites within R_ω of either end of a pair. Counting also sites of higher energy that can be reached in a time 1/ω, those with 2r/a + |E|/kT < L, gives about 0.34 per site. Such sites join pairs into small groups, and the effect is not small. A rate-equation network of all sites, with mean occupations and neither repulsion nor barrier, can be set against isolated pairs treated the same way. It raises σ by about 36% and lowers s by about 0.06 in bulk, and raises σ by about 18% and lowers s by about 0.025 in the film. This effect is not included above, so those values hold for isolated pairs and are only a first estimate for the film. For a resonance energy of 1 eV × exp(−R/a), the value at R_ω is 3 × 10⁻⁵ eV, far below kT. Steady hopping can be estimated by minimizing 2R/a + 3/(4πR³gkT), where the second term is the level spacing within reach divided by kT. The minimum, 40.1 at 4.5 nm, gives a rate near 4 × 10⁻⁵ s⁻¹, negligible beside ω. An ac field well below kT/(eR_ω) = 0.083 MV/cm keeps the response linear.

*Comparison with a device.* The thickness, permittivity and trap density are rough values for a trap-rich silicon nitride storage layer in a charge-trap memory. The barrier is a trial value, and g at the chemical potential is uncertain. Such traps are generally deep, so a larger barrier is possible. A barrier independent of R lowers s further, but near 0.4 eV L has fallen to about 5 and the law fails; at 0.54 eV L reaches zero. A barrier that is lowered as the two sites approach, for example by overlap of their Coulomb wells, behaves differently, and there s can rise with the barrier height. Programming fields, roughly several MV/cm, lie far outside linear response. The result therefore concerns a small-signal measurement, and whether pair tunnelling dominates the loss of a given film must be established separately. The numerical output below lists the values used.

Computed results

```
angular frequency omega = 1.0e+04 1/s
attempt rate nu = 1.0e+13 1/s
L = ln(nu/omega) = 20.7233 (no unit)
4/L = 0.1930 (no unit)
local exponent s = 1-4/L = 0.8070 (no unit)
s by numerical slope = 0.8070 (no unit)
s with finite Debye window = 0.8102 (no unit)
s = 1-4/L at omega 1e+02 1/s = 0.8421
s = 1-4/L at omega 1e+06 1/s = 0.7518
s if 1e4 were read as Hz = 0.7882 (no unit)
s if nu were ten times smaller = 0.7829
decay length a = 0.30 nm
density of states g = 1.0e+19 1/(eV cm^3)
temperature = 300 K
thermal energy kT = 0.02585 eV
relative permittivity = 7.0 (no unit)
pair distance R_omega = 3.108 nm
leading conductivity = 4.709e-12 S/cm
window factor Q/L^4 = 1.0346 (no unit)
loss tangent, leading law = 7.60e-04 (no unit)
energy average / T^2 by sum = 2.46740 (no unit)
pi^2/4 = 2.46740 (no unit)
one pair: response numeric/formula = 1.00000
random sites: sum/formula = 0.980 (no unit)
standard error of that ratio = 0.016 (no unit)
pair repulsion at R_omega = 0.0662 eV
pair repulsion / kT = 2.560 (no unit)
energy average raised by factor = 1.883
s with window and repulsion = 0.8341 (no unit)
film thickness = 6.0 nm
film factor at R_omega = 0.611
s with window and film = 0.8406 (no unit)
trial barrier = 0.10 eV
attempt rate with barrier = 2.090e+11 1/s
s with window and barrier = 0.7686 (no unit)
s with all four effects = 0.8279 (no unit)
resonance prefactor = 1.0 eV
resonance energy at R_omega = 3.16e-05 eV
third sites within R_omega and 4kT = 0.130
steady hopping: best distance = 4.51 nm
steady hopping: exponent = 40.13 (no unit)
steady hopping: rate = 3.72e-05 1/s
ac field where e F R_omega = kT: 0.0832 MV/cm
```
